# How exciton lines merge into a flat continuum at the gap

## The decision

An absorption spectrum has been computed with electron–hole attraction included, the lines have been given a finite width, and the gap is to be read from the curve. Should one fit a square root to the rise and take its starting point as the gap? For free pairs near a direct, allowed gap in three dimensions this is sound, provided the fit uses energies several line widths above the gap, where the broadening has not rounded the curve. With a Coulomb attraction it is not, because the averaged absorption has no onset at the gap at all. The continuum taken alone starts there with a finite step, and the crowded exciton lines below the gap fill in the other side to the same height.

This notebook treats free pairs first, then adds the attraction.

## 1. What has to be computed

Assume isotropic parabolic bands with reduced mass $\mu$, a direct gap, and a dipole matrix element $M$ that is nonzero and independent of $\mathbf k$ near the gap. Neglect the photon momentum. Let $|\mathbf k\rangle$ be the state in which an electron has been moved from the valence to the conduction band at $\mathbf k$. Light creates the combination $M\sum_{\mathbf k}|\mathbf k\rangle$.

With attraction, the eigenstates are mixtures $|\nu\rangle=\sum_{\mathbf k}c_\nu(\mathbf k)|\mathbf k\rangle$. In a crystal of volume $V$ define the wavefunction of the relative position,

$$\varphi_\nu(\mathbf r)=\frac{1}{\sqrt V}\sum_{\mathbf k}c_\nu(\mathbf k)e^{i\mathbf k\cdot\mathbf r}.$$

At $\mathbf r=0$ every exponential is 1, so the amplitude for creating $|\nu\rangle$ is

$$M\sum_{\mathbf k}c_\nu^*(\mathbf k)=M\sqrt V\,\varphi_\nu^*(0).$$

Light creates electron and hole at the same place, and a state absorbs in proportion to the probability density of finding them there. By the golden rule the absorption per volume is a slowly varying prefactor times

$$A(E)=\sum_\nu|\varphi_\nu(0)|^2\,\delta(E-E_\nu),$$

where $E$ is the photon energy minus the gap. This is the quantity followed below.

For a static dielectric constant $\varepsilon_r$ the relative motion obeys

$$-\frac{\hbar^2}{2\mu}\nabla^2\varphi-\frac{e^2}{4\pi\varepsilon_0\varepsilon_r r}\varphi=E\varphi .$$

Take as units the exciton Bohr radius and Rydberg,

$$a=\frac{4\pi\varepsilon_0\varepsilon_r\hbar^2}{\mu e^2},\qquad R=\frac{\hbar^2}{2\mu a^2}.$$

Then $e^2/(4\pi\varepsilon_0\varepsilon_r)=\hbar^2/(\mu a)=2Ra$. With $\rho=r/a$ and $\epsilon=E/R$, division by $R$ leaves the potential $-2/\rho$.

States with angular momentum $l>0$ vanish at the origin as $r^l$, so s states alone contribute. Write $\varphi=C\,u(\rho)/\rho$. Since $\nabla_\rho^2(u/\rho)=u''/\rho$,

$$u''+\left(\epsilon+\frac2\rho\right)u=0,\qquad u(0)=0,\quad u'(0)=1 .$$

The chosen slope makes $\varphi(0)=C$. Normalization requires $1=|C|^2\,4\pi a^3\int u^2d\rho$, hence

$$|\varphi(0)|^2=\frac{1}{4\pi a^3N},\qquad N=\int u^2\,d\rho. \tag{1}$$

The task is now to find $N$ and to count states.

## 2. Simple case: no attraction

Drop the term $2/\rho$ and keep $a$ and $R$ merely as units. For $\epsilon=\kappa^2>0$ the solution is $u=\sin(\kappa\rho)/\kappa$. Enclose the relative motion in a sphere of radius $La$ with $u(L)=0$. Then $\kappa=m\pi/L$, and $N=L/(2\kappa^2)$.

There are $L/\pi$ states per unit $\kappa$. Because $d\kappa/d\epsilon=1/(2\kappa)$, there are $L/(2\pi\kappa)$ per unit $\epsilon$, and $1/R$ times that per unit energy. Strength times density of states gives

$$A_{\rm free}=\frac{2\kappa^2}{4\pi a^3L}\cdot\frac{L}{2\pi\kappa R}=\frac{\kappa}{4\pi^2Ra^3}. \tag{2}$$

This is the square-root onset, since $\kappa=\sqrt{E/R}$.

**Check by plane-wave counting.** With $k=\kappa/a$, each plane wave has $|\varphi(0)|^2=1/V$, so $A_{\rm free}$ should be the density of states per volume:

$$\frac{4\pi k^2}{(2\pi)^3}\Big/\frac{\hbar^2k}{\mu}=\frac{\mu k}{2\pi^2\hbar^2}=\frac{k}{4\pi^2Ra^2}.$$

The last form uses $\mu/\hbar^2=1/(2Ra^2)$. It agrees with (2).

## 3. Attraction on: the lines below the gap

The Laplace transform $U(s)=\int_0^\infty e^{-s\rho}u\,d\rho$ turns the radial equation into a first-order one. The transform of $u''$ is $s^2U-su(0)-u'(0)=s^2U-1$, and multiplication by $\rho$ becomes $-d/ds$. Therefore $\rho u''+\epsilon\rho u+2u=0$ becomes

$$-2sU-s^2U'-\epsilon U'+2U=0,$$

$$(s^2+\epsilon)\,U'=(2-2s)\,U. \tag{3}$$

Since $u\simeq\rho$ near the origin, $U\to1/s^2$ at large $s$. This fixes the constant of integration.

Below the gap put $\epsilon=-\gamma^2$ with $\gamma>0$. Partial fractions give

$$\frac{U'}{U}=\frac{2-2s}{(s-\gamma)(s+\gamma)}=\frac{1/\gamma-1}{s-\gamma}-\frac{1/\gamma+1}{s+\gamma},$$

$$U=(s-\gamma)^{1/\gamma-1}(s+\gamma)^{-1/\gamma-1}.$$

The exponents add to $-2$, as the large-$s$ condition demands.

If $u$ is normalizable, its Laplace integral converges for every $s$ with positive real part, and $U$ is analytic there. In particular $U$ must be analytic at $s=\gamma$. That requires $1/\gamma-1$ to be $0,1,2,\dots$, so $\gamma=1/n$ and

$$E_n=-\frac{R}{n^2},\qquad n=1,2,3,\dots$$

Conversely, for these values the one remaining singularity is a pole at $s=-\gamma$, so $u$ is a polynomial times $e^{-\rho/n}$ and is normalizable.

The norm follows without finding the polynomial. By Parseval's theorem, $N=\frac1{2\pi}\int_{-\infty}^{\infty}|U(i\omega)|^2d\omega$. On the imaginary axis $|i\omega-\gamma|=|i\omega+\gamma|=\sqrt{\omega^2+\gamma^2}$, so the exponents $n-1$ and $-(n+1)$ combine to

$$|U(i\omega)|^2=\frac{1}{(\omega^2+\gamma^2)^2}.$$

Substituting $\omega=\gamma\tan\theta$,

$$\int_{-\infty}^{\infty}\frac{d\omega}{(\omega^2+\gamma^2)^2}=\frac1{\gamma^3}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\frac{\pi}{2\gamma^3}.$$

Thus $N=1/(4\gamma^3)=n^3/4$, and (1) gives

$$|\varphi_n(0)|^2=\frac{1}{\pi a^3n^3}. \tag{4}$$

**Check at $n=1$.** Here $U=1/(s+1)^2$, so $u=\rho e^{-\rho}$ and $N=\int_0^\infty\rho^2e^{-2\rho}d\rho=2/2^3=1/4$, as required.

## 4. Averaging the lines

Each line weakens as $n^{-3}$, but the lines also crowd together. Give line $n$ the energy interval from $-R/(n-\frac12)^2$ to $-R/(n+\frac12)^2$. These intervals adjoin without overlap. Their width is

$$R\,\frac{(n+\frac12)^2-(n-\frac12)^2}{(n^2-\frac14)^2}=\frac{2nR}{(n^2-\frac14)^2}.$$

Dividing (4) by this width gives the mean strength per energy,

$$\bar A_n=\frac{(n^2-\frac14)^2}{2\pi Ra^3n^4}=A_0\left(1-\frac{1}{4n^2}\right)^2,\qquad A_0=\frac{1}{2\pi Ra^3}. \tag{5}$$

The powers of $n$ cancel, and the mean tends to $A_0$.

**Does the limit depend on the choice of intervals?** Take any window $[-\Delta,0]$ with $\Delta\le R$, and let $x=\sqrt{R/\Delta}$. The first line inside it has number $N_0$, the smallest integer not below $x$, so $x\le N_0<x+1$. The mean strength in the window is

$$\frac{\bar A}{A_0}=\frac{2\pi Ra^3}{\Delta}\sum_{n\ge N_0}\frac{1}{\pi a^3n^3}=2x^2\sum_{n\ge N_0}\frac1{n^3}.$$

Comparing the decreasing summand with the integral of $1/y^3$,

$$\frac{1}{N_0^2}\le2\sum_{n\ge N_0}\frac1{n^3}\le\frac1{N_0^2}+\frac2{N_0^3}.$$

From $N_0\ge x$ the upper side gives $\bar A/A_0\le1+2/x$. From $N_0<x+1$ the lower side gives $\bar A/A_0\ge(1+1/x)^{-2}\ge1-2/x$. Hence

$$\left|\frac{\bar A}{A_0}-1\right|\le2\sqrt{\frac{\Delta}{R}}. \tag{6}$$

The average over a window ending at the gap tends to $A_0$ as the window shrinks. The unaveraged spectrum remains a set of separate lines, so the continuity sought here is a property of averages.

## 5. Attraction on: the continuum

Above the gap $\epsilon=\kappa^2$, and (3) reads

$$\frac{U'}{U}=\frac{2}{s^2+\kappa^2}-\frac{2s}{s^2+\kappa^2}.$$

Integrate and impose $U\to1/s^2$. For $s>0$, $\arctan(s/\kappa)-\pi/2=-\arctan(\kappa/s)$, so

$$U=\frac{1}{s^2+\kappa^2}\exp\left[-\frac2\kappa\arctan\frac\kappa s\right].$$

Let $\eta=1/\kappa$. Since $\arctan(\kappa/s)=\frac1{2i}\ln\frac{s+i\kappa}{s-i\kappa}$ and $-1/i=i$,

$$U=(s-i\kappa)^{-1-i\eta}(s+i\kappa)^{-1+i\eta}.$$

To count states and find the norm, we need $u$ at large $\rho$. The inversion integral $\frac1{2\pi i}\int e^{s\rho}U\,ds$ can be shifted to the left until it wraps around cuts running left from $s=\pm i\kappa$. Along these cuts $e^{s\rho}$ decays, so large $\rho$ selects the neighbourhoods of the two end points. Near $s=i\kappa$ the second factor may be replaced by $(2i\kappa)^{-1+i\eta}$, with a relative correction of order $1/\rho$. The first factor is inverted by

$$\int_0^\infty e^{-s\rho}\rho^{i\eta}e^{i\kappa\rho}d\rho=\Gamma(1+i\eta)\,(s-i\kappa)^{-1-i\eta}.$$

The point $s=-i\kappa$ supplies the complex conjugate. To separate modulus and phase, use $\ln(2i\kappa)=\ln2\kappa+i\pi/2$:

$$(2i\kappa)^{-1+i\eta}=\frac{e^{-\pi\eta/2}}{2\kappa}\,e^{i(\eta\ln2\kappa-\pi/2)}.$$

The phase $-\pi/2$ turns the cosine into a sine, and the sum of the two contributions is

$$u\to B\sin\Theta,\qquad\Theta=\kappa\rho+\eta\ln(2\kappa\rho)-\arg\Gamma(1+i\eta),$$

$$B=\frac{e^{-\pi\eta/2}}{\kappa\,|\Gamma(1+i\eta)|}.$$

The reflection formula $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$ at $z=i\eta$, with $\Gamma(1+i\eta)=i\eta\,\Gamma(i\eta)$, yields $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$. Therefore

$$B^2=\frac{e^{-\pi\eta}\sinh\pi\eta}{\pi\eta\kappa^2}=\frac{1-e^{-2\pi/\kappa}}{2\pi\kappa}. \tag{7}$$

Now use the large sphere again. At fixed $\kappa$, $N=B^2L/2$ up to terms of order $\ln L$. The condition $\Theta(L)=m\pi$ gives $L/\pi$ states per unit $\kappa$, again up to order $\ln L$, which is negligible against $L$. As in section 2,

$$A=\frac{2}{4\pi a^3B^2L}\cdot\frac{L}{2\pi\kappa R}=\frac{1}{4\pi^2\kappa B^2Ra^3}=\frac{A_0}{1-e^{-2\pi/\kappa}}. \tag{8}$$

As $\kappa\to0$ the exponential vanishes and $A\to A_0$, the limit reached by the lines in (5) and (6).

**Check at high energy.** For $\kappa\gg2\pi$, $1-e^{-2\pi/\kappa}\simeq2\pi/\kappa$, and (8) becomes $A_0\kappa/(2\pi)=\kappa/(4\pi^2Ra^3)$, which is (2).

The ratio of (8) to (2) is the Sommerfeld factor,

$$S=\frac{2\pi/\kappa}{1-e^{-2\pi/\kappa}}.$$

Slow pairs are drawn together, so their density at zero separation is enhanced by $S\simeq2\pi/\kappa$. The free density of states vanishes as $\kappa$. The product is finite, and this is how the step replaces the square root.

## 6. Numbers

Take round model parameters: $\mu$ equal to 0.05 electron masses and $\varepsilon_r=10$. Then $R=6.803$ meV and $a=10.584$ nm, so

$$A_0=\frac{1}{2\pi(6.803)(10.584)^3}=1.97\times10^{-5}\ \text{meV}^{-1}\,\text{nm}^{-3}.$$

**One line.** For $n=5$ the strength is $2.148\times10^{-6}$ nm$^{-3}$ and the interval is $10(6.803)/(24.75)^2=0.111$ meV wide. The quotient is $1.93\times10^{-5}$ meV$^{-1}$ nm$^{-3}$, or $0.980A_0$. For $n=1$ the mean is $0.5625A_0$. This shortfall comes from the choice of intervals, which are wider than the local spacing $dE_n/dn=2R/n^3$ by the factor $(1-\frac1{4n^2})^{-2}$, that is $16/9$ for $n=1$ and 1.14 for $n=2$; dividing (4) by that spacing instead gives exactly $A_0$ for every $n$.

**Windows.** A window of depth exactly $0.1R$ (about 0.680 meV) has mean $0.800A_0$, one of $0.01R$ (about 0.068 meV) has $1.105A_0$, and one of $0.001R$ (about 0.0068 meV) has $1.008A_0$. The approach is not monotonic. The second window ends right on the line $n=10$, whose whole strength is counted; it contributes $2x^2/n^3=0.2$ to the ratio. All three values respect (6).

**Continuum.** At 1 meV above the gap $\kappa=0.3834$. The free value is $0.3834/(2\pi)=0.0610$ in units of $A_0$, and $S=16.39$; their product is 1.000. At 10 meV the continuum is still only 0.6% above $A_0$, while the free curve has reached $0.193A_0$.

The free square root attains $A_0$ when $\kappa=2\pi$, at $4\pi^2R=269$ meV. The continuum with attraction is then $1.58A_0$. The influence of the attraction thus extends far beyond the binding energy, although at such energies the assumption of parabolic bands must be examined for any real crystal.

**A broadened spectrum.** Give every transition a Gaussian profile of standard deviation $\sigma=0.068$ meV, which is $0.01R$. In units of $A_0$:

| $E$ (meV) | lines | continuum | total | free |
|---|---|---|---|---|
| −0.204 | 1.007 | 0.001 | 1.008 | 0.000 |
| 0 | 0.500 | 0.500 | 1.000 | 0.007 |
| 0.204 | 0.001 | 0.999 | 1.000 | 0.027 |

The total passes through the gap without a visible feature. Leaving out all lines within a few $\sigma$ of the gap, here those with $n\ge6$ since the line $n=5$ lies $4\sigma$ below it, would halve the value at the gap and create a false edge.

How broad must the profile be? Differentiating $-R/n^2$ gives a line spacing near $2R/n^3=2R(|E|/R)^{3/2}$. The lines blend where this is no larger than about $\sigma$. At $-0.204$ meV this estimate gives 0.071 meV, and the two lines enclosing that energy, $n=5$ and $n=6$, are 0.083 meV apart; both figures are close to $\sigma$, and the total is within 1% of $A_0$. Further down the lines separate and the smooth description ends.

The numerical check checks the line strengths (4) and the continuum (8) independently; the window means and the broadened table are evaluated from these formulas. Diagonalization in a sphere, for example, reproduces the first five line strengths within 0.2% and the continuum from $0.05R$ to $10R$ within 0.6%, both relative to the formulas.

## 7. When the square root returns

The step depends on the long range of the Coulomb attraction. Suppose instead that the attraction vanishes beyond some distance, as a crude model of screening by free carriers; it leaves out the blocking of transitions by occupied states and the shift of the gap, which carriers also cause, so the result below describes a short-range attraction and not the full edge of a doped or pumped crystal. At $\kappa=0$ the outer solution is then a straight line, $u=c_0+c_1\rho$. For small $\kappa$ it continues as $c_0\cos\kappa\rho+(c_1/\kappa)\sin\kappa\rho$, so $B\simeq|c_1|/\kappa$ if $c_1\ne0$. The counting that led to (8) gives

$$A\simeq\frac{\kappa}{4\pi^2c_1^2Ra^3}.$$

The square root is back, with a changed prefactor, but only close to the gap: the approximations above hold when $\kappa$ times the range of the attraction in units of $a$, and $\kappa|c_0/c_1|$, are both small. This energy interval does not shrink steadily with the range: it collapses whenever $c_1$ passes through zero and widens again afterwards. For the term $2/\rho$ cut off sharply at $\rho=0.7$, $1.8$, $3.8$ and $6.5$, the square-root form holds within 10% up to about $5\times10^{-4}R$, $0.2R$, $2.5\times10^{-6}R$ and $0.15R$. The two conditions are sufficient but not necessary: at the limits quoted for $\rho=1.8$ and $6.5$, $\kappa$ times the range has already reached 0.8 and 2.5. The exception $c_1=0$ is an attraction just strong enough to bring a bound state to the gap.

For the unscreened tail treated here, the answer to the opening question is to leave the square-root fit aside and use the lines. If the first two are resolved and follow $-R/n^2$, their separation is $3R/4$, and the gap lies $R/4$, one third of that separation, above the second line. In the example the separation is 5.102 meV, which puts the gap 1.701 meV above the line $n=2$. Two lines fix $R$ and the gap but cannot confirm the series; a third line tests it, since $(E_3-E_2)/(E_2-E_1)$ must equal $5/27$. In a real crystal the lowest line can depart from the series, because its small radius tests the assumptions of parabolic bands and constant screening most severely; a pair of higher lines is then the safer choice, provided those lines are converged. Line $n$ extends over a distance of order $n^2a$, so in a computed spectrum the higher lines are the last to converge with cell size or $\mathbf k$ mesh: in a sphere of radius $12a$ the lines $n=1,2$ give the gap within $0.01R$, while $n=2,3$ miss it by $0.27R$. The rule also needs widths well below $R$. For a Gaussian with $\sigma=R$ the lines are not resolved and the steepest rise lies about $1.8R$ below the gap; the gap must then come from fitting the broadened sum of (4) and (8).

## Computed results

```
reduced mass = 0.05 electron masses
relative permittivity = 10.0
exciton Rydberg R = 6.803 meV
exciton Bohr radius a = 10.584 nm
common limit A0 = 1.9735e-05 per meV per nm^3
line n: energy (meV), strength (nm^-3), spacing to n+1 (meV), bin mean/A0
  1: -6.8028, 2.6851e-04, 5.1021, 0.5625
  2: -1.7007, 3.3563e-05, 0.9448, 0.8789
  3: -0.7559, 9.9447e-06, 0.3307, 0.9452
  4: -0.4252, 4.1954e-06, 0.1531, 0.9690
  5: -0.2721, 2.1481e-06, 0.0831, 0.9801
bin mean/A0 for n = 10: 0.99501
window below gap (meV): mean/A0, bound on |mean/A0 - 1|
  0.680285: 0.80040, 0.6325
  0.068028: 1.10498, 0.2000
  0.006803: 1.00756, 0.0632
  0.000680: 1.01005, 0.0200
E above gap (meV): kappa, with attraction/A0, free/A0, Sommerfeld S
  0.01: 0.0383, 1.00000, 0.00610, 163.880
  0.1: 0.1212, 1.00000, 0.01930, 51.823
  1.0: 0.3834, 1.00000, 0.06102, 16.388
  10.0: 1.2124, 1.00565, 0.19296, 5.212
  100.0: 3.8340, 1.24102, 0.61020, 2.034
free square root reaches A0 at E/R = 39.478
free square root reaches A0 at E = 268.57 meV
with attraction at that energy: 1.5820 A0
Gaussian standard deviation = 0.0680 meV
broadened, E (meV): lines/A0, continuum/A0, total/A0, free/A0
  -0.2041: 1.0066, 0.0013, 1.0080, 0.0000
  0.0000: 0.5000, 0.5000, 1.0000, 0.0065
  0.2041: 0.0013, 0.9987, 1.0000, 0.0271
sphere test: radius = 150 a, grid step = 0.025 a
largest relative error, line energies n=1-5: 1.6e-04
largest relative error, line strengths n=1-5: 1.5e-03
largest relative error, continuum 0.05-10 R: 5.1e-03
largest relative error, free case 0.05-10 R: 5.4e-03
largest relative error, squared amplitude: 7.6e-09
```
